# Fitting Spin-Orbit Torque Against Thickness When Resistivity Varies

A heavy-metal film carries an in-plane current and sends a transverse spin current into the ferromagnet on its face. Films of increasing thickness give a larger damping-like torque, which then levels off. The thickness at which it levels off is used to find the spin diffusion length. But the thinnest films also conduct worst, because their grains are small and their surfaces close. If the scattering that raises the resistivity also shortens the diffusion length, each film in the series has a different length, and a fit with one length has no clear meaning.

## The naive fit

Let \(\xi(d)\) be the spin current absorbed by the ferromagnet, in charge units, divided by the in-plane electric field \(E\). The torque per area then carries a further factor \(\hbar/2e\). Dividing by the field removes the share of current that flows in the ferromagnet. The naive law is

\[
\xi(d)=A\,f(d/\lambda_c),\qquad f(x)=1-\operatorname{sech}x ,
\]

with spin Hall conductivity \(A\) and constant length \(\lambda_c\).

Take ten model films of 1 to 15 nm with local resistivity

\[
\rho(z)=\rho_b+(\rho_s-\rho_b)e^{-z/L},
\]

where \(\rho_b=20\) and \(\rho_s=60\ \mu\Omega\,\mathrm{cm}\), \(L=2.5\) nm, and \(z\) is the height above the substrate. The local diffusion length is \(\lambda(z)=K/\rho(z)\) with \(K=0.80\ \mathrm{f\Omega\,m^2}=80\ \mu\Omega\,\mathrm{cm\,nm}\). It rises from 1.33 nm at the substrate to 4.00 nm in bulk-like metal. The spin Hall conductivity is \(A=4.00\times10^5\ (\Omega\,\mathrm{m})^{-1}\).

The constant-length fit to the resulting noiseless torques gives \(\lambda_c=1.66\) nm, 59% below the bulk value, and an \(A\) that is 6.5% too low. Multiplying \(\lambda_c\) by \(\rho_b\) gives a product of \(0.33\ \mathrm{f\Omega\,m^2}\) instead of 0.80. The error matters when the fit is used for another film. For a clean, uniform 4 nm film at \(20\ \mu\Omega\,\mathrm{cm}\) it predicts \(3.07\times10^5\ (\Omega\,\mathrm{m})^{-1}\), while the true model value is \(1.41\times10^5\).

## The coordinate that the spins see

The cure follows from the transport equations. Let \(\mu\) be half the spin splitting of the electrochemical potential divided by \(e\), and \(j\) the spin current along \(+z\). In the diffusive regime

\[
j=AE-\frac1\rho\frac{d\mu}{dz},\qquad
\frac{dj}{dz}=-\frac{\mu}{\rho\lambda^2}.
\]

The first equation adds the spin Hall source to diffusion; the second is steady-state spin loss. For uniform \(\rho\) they give \(\mu''=\mu/\lambda^2\), which fixes the meaning of \(\lambda\).

Two material assumptions enter. First, \(A\) is uniform, as for an intrinsic spin Hall effect. Second, relaxation is of Elliott-Yafet type: each momentum scattering event flips the spin with a fixed probability, the same for all kinds of scatterer. Then the diffusion constant \(D\) and the spin lifetime \(\tau_s\) are both proportional to the scattering time, so \(\lambda=\sqrt{D\tau_s}\) is too. At fixed carrier density and Fermi velocity \(\rho\) is inversely proportional to that time, hence \(\rho\lambda=K\).

Measure depth in local diffusion lengths, \(ds=dz/\lambda\). Since \(d/dz=\lambda^{-1}d/ds\),

\[
j=AE-\frac{1}{\rho\lambda}\frac{d\mu}{ds}=AE-\frac1K\frac{d\mu}{ds},
\qquad
\frac{dj}{ds}=-\frac{\mu}{\rho\lambda}=-\frac{\mu}{K}.
\]

All coefficients are now constant, whatever the profile. Differentiating the first equation and using the second gives \(d^2\mu/ds^2=\mu\). The total depth is

\[
S(d)=\int_0^d\frac{dz}{\lambda(z)}=\frac{R(d)}{K},\qquad R(d)=\int_0^d\rho(z)\,dz .
\]

Put the ferromagnet at \(s=S\). No spin current leaves the free face, \(j(0)=0\), and the interface absorbs \(j(S)=g\mu(S)\), with \(g\) its spin conductance per area. Write \(\mu=a\cosh s+b\sinh s\). The first condition gives \(b=KAE\). The second reads

\[
AE-\frac{a\sinh S}{K}-AE\cosh S=g\,(a\cosh S+KAE\sinh S),
\]

so that

\[
a=AE\,\frac{1-\cosh S-gK\sinh S}{K^{-1}\sinh S+g\cosh S}.
\]

Insert this in \(\mu(S)=a\cosh S+KAE\sinh S\) over the common denominator. The terms in \(gK\sinh S\cosh S\) cancel, and \(\cosh S-\cosh^2S+\sinh^2S=\cosh S-1\) remains:

\[
\mu(S)=AE\,\frac{\cosh S-1}{K^{-1}\sinh S+g\cosh S}.
\]

Multiplying by \(g/E\) and dividing top and bottom by \(g\cosh S\) gives

\[
\xi=A\,\frac{1-\operatorname{sech}S}{1+\tanh S/(gK)}
\;\xrightarrow{\,gK\to\infty\,}\;A\left[1-\operatorname{sech}\frac{R(d)}{K}\right].
\]

The right-hand form, for a transparent interface, is the fitting law used below. It is an idealisation: at a metallic interface \(gK\) is of order one, as estimated in the last section, and the fitted \(A\) then includes the interface factor. Only the integral \(R\) enters, so placing the ferromagnet on the other face of the same profile reverses the sign of the torque but leaves its magnitude unchanged. This was tested by solving the original equations in \(z\) for \(\rho=30+15\sin(1.3z)+2z\) (\(\mu\Omega\,\mathrm{cm}\), \(z\) in nm). For 1.5 and 5 nm films, both stacking orders, and both a transparent interface and \(g=2\times10^{15}\ (\Omega\,\mathrm{m^2})^{-1}\), the result agreed with the formula within \(2\times10^{-5}A\).

The constant product is essential. If \(\lambda\) is held at 2.5 nm while \(\rho\) follows the exponential profile, the solved torque of a 4 nm film is \(2.21\times10^5\ (\Omega\,\mathrm{m})^{-1}\), against \(2.45\times10^5\) from the naive law. In a graded film that law is inaccurate even when the diffusion length really is constant, but only mildly: fitted to the ten films it returns 2.75 nm for the true 2.5 nm. The rescaled law applied to the same data does worse, with \(K=1.24\ \mathrm{f\Omega\,m^2}\) and a bulk length of 6.2 nm.

## Why one length cannot fit

For the exponential profile,

\[
R(d)=\rho_b d+(\rho_s-\rho_b)L\left(1-e^{-d/L}\right).
\]

In a very thin film \(R\approx\rho_sd\), and \(1-\operatorname{sech}S\approx S^2/2\) gives \(\xi\approx\tfrac12A(\rho_sd/K)^2\). These data see the initial length, \(K/\rho_s=1.33\) nm. In a thick film \(\operatorname{sech}S\approx2e^{-S}\), so

\[
\xi\approx A\left[1-2e^{-\Delta}e^{-d\rho_b/K}\right],\qquad
\Delta=\frac{(\rho_s-\rho_b)L}{K}=\frac{40\times2.5}{80}=1.25 .
\]

The approach to the plateau has the bulk length, but the resistive first layers have added 1.25 diffusion lengths to the \(d\rho_b/K\) of bulk metal. One constant length cannot give both limits.

At 4 nm the arithmetic is \(S=[80+100(1-e^{-1.6})]/80=1.998\), so \(\xi=4.00(1-\operatorname{sech}1.998)=2.93\) in units of \(10^5\ (\Omega\,\mathrm{m})^{-1}\). Other films, in the same units, are:

| \(d\) (nm) | \(S\) | \(d/S\) (nm) | \(\xi\) | naive fit |
|---|---|---|---|---|
| 1 | 0.66 | 1.51 | 0.74 | 0.59 |
| 2 | 1.19 | 1.68 | 1.77 | 1.68 |
| 4 | 2.00 | 2.00 | 2.93 | 3.07 |
| 8 | 3.20 | 2.50 | 3.67 | 3.68 |
| 15 | 5.00 | 3.00 | 3.95 | 3.74 |

The naive curve is too low at both ends and too high between. Its rms misfit is 0.126 in these units.

## Obtaining \(R\) from conductance

The torque law needs \(\int\rho\,dz\), while a measurement gives the sheet conductance. Assume that conduction is local and that later growth leaves lower layers unchanged. After the ferromagnet's contribution has been subtracted, \(G(d)=\int_0^d dz/\rho\). To integrate the exponential profile, write \(\delta=\rho_s-\rho_b\) and split

\[
\frac1{\rho}=\frac1{\rho_b}-\frac{\delta e^{-z/L}}{\rho_b\,\rho(z)}
=\frac1{\rho_b}+\frac{L}{\rho_b}\frac{d}{dz}\ln\rho(z),
\]

where the last step uses \(\rho'=-(\delta/L)e^{-z/L}\). Therefore

\[
G(d)=\frac{d}{\rho_b}+\frac{L}{\rho_b}\ln\frac{\rho(d)}{\rho_s}.
\]

Fitting this to the conductance series supplies \(\rho_b,\rho_s,L\), and hence \(R\).

The profile must be integrable at the substrate: a divergence like \(z^{-1/2}\) leaves \(R\) finite, but one like \(1/z\) does not. Suppose one instead fits the film resistivity by \(d/G=\rho_b(1+d_0/d)\). Then \(G=d^2/[\rho_b(d+d_0)]\), and the local resistivity is

\[
\rho(z)=\frac{1}{G'(z)}=\rho_b\frac{(z+d_0)^2}{z(z+2d_0)}\approx\frac{\rho_bd_0}{2z}\quad(z\to0).
\]

Its integral diverges logarithmically. That fit may describe the measured films, but it cannot be continued to zero thickness as a frozen local profile.

A safeguard needs no assumed shape of the profile, only that it is local and frozen and that \(G\) is known exactly. Over a thickness step \(\Delta d\), the Cauchy-Schwarz inequality gives

\[
(\Delta d)^2=\left(\int\sqrt{\rho}\,\frac{1}{\sqrt\rho}\,dz\right)^2\le\Delta R\,\Delta G .
\]

Summing from zero thickness, \(R\ge\sum(\Delta d)^2/\Delta G\). For the ten films the bound at 15 nm is 3.992 against a true \(3.998\ \mathrm{f\Omega\,m^2}\). Using the bound in place of \(R\) gives \(K=0.797\ \mathrm{f\Omega\,m^2}\), so the bound is nearly tight for this profile. It does not limit \(R\) from above: a very thin, highly resistive layer inside one step can raise \(R\) while hardly changing \(G\). Dropping films from the series makes the bound looser, because \((a+b)^2/(G_a+G_b)\le a^2/G_a+b^2/G_b\) for two merged steps of thickness \(a\) and \(b\). Outside its assumptions the sum is an estimate, not a bound. With 1% noise in \(G\) it exceeds \(R\) at 15 nm in about half of the simulated series, and for uniform films with \(\rho=\rho_b(1+1.6\ \mathrm{nm}/d)\) it exceeds \(R=\rho d\) by 12% at 4 nm.

## The fit and its error

The scheme is as follows.

1. Fit \(G(d)\) and compute \(R_i=R(d_i)\).
2. For each \(K\) on a logarithmic grid set \(f_i=1-\operatorname{sech}(R_i/K)\). Minimising \(\sum(Af_i-\xi_i)^2\) over \(A\) gives \(A=\sum f_i\xi_i/\sum f_i^2\).
3. Start from the grid point with the smallest residual and refine \(A\) and \(\ln K\) together by least squares.
4. Report \(K\), \(A\) and \(\lambda(z)=K/\rho(z)\).

With \(u_i=R_i/K\), the derivatives of the model are \(f_i\) with respect to \(A\) and \(-Au_i\operatorname{sech}u_i\tanh u_i\) with respect to \(\ln K\). If these form the columns of a matrix \(J\), equal independent torque errors \(\sigma\) give the linearised covariance \(\sigma^2(J^TJ)^{-1}\) at known \(R_i\).

On noiseless data the scheme returns \(K=0.800\ \mathrm{f\Omega\,m^2}\), \(A=4.00\times10^5\ (\Omega\,\mathrm{m})^{-1}\) and a bulk length of 4.00 nm. The torques came from the original differential equations and the conductances from direct integration. This recovery uses the same exponential form in data and fit. For a true profile \(20+40/(1+z/1.5\ \mathrm{nm})\) the exponential fits \(G\) to 0.8% and still gives \(K=0.800\), but \(\rho_b=25\ \mu\Omega\,\mathrm{cm}\) and a bulk length of 3.2 nm instead of 4.0: the bulk length is an extrapolation. A resistive seed term \(200\,e^{-z/0.15\,\mathrm{nm}}\ \mu\Omega\,\mathrm{cm}\) added to the exponential gives \(K=0.68\). An error in the subtracted ferromagnet conductance equal to 5% of the thinnest film's \(G\) moves \(K\) by 0.03.

With torque noise of \(0.10\times10^5\ (\Omega\,\mathrm{m})^{-1}\), the linear formula gives a standard deviation of \(0.025\ \mathrm{f\Omega\,m^2}\) for \(K\); 200 simulated series give 0.023, and 1000 give 0.025. Adding 1% conductance noise and repeating both stages gives a bulk length of \(3.98\pm0.13\) nm (\(3.99\pm0.14\) nm with 1000 series). The constant-length fit to the same noisy torques gives \(1.65\pm0.06\) nm. Both relative error bars are 3 to 4%, yet the constant-length value is about 40 of its own error bars from the bulk length. A statistical error does not include the error of the model. The misfit gives a partial warning: with the noise level known, a \(\chi^2\) test at the 5% level rejects the constant-length fit in about 80% of such series.

## How large the bias is

With one film and a known plateau, the naive fit sets \(d/\lambda_c=S\), so

\[
\lambda_c=\frac{d}{S}=\frac{K}{R/d}.
\]

It returns \(K\) divided by the arithmetic mean of the local resistivity. With several films and a known plateau, \(\lambda_c\) lies between the smallest and largest \(d_i/S_i\). Below the smallest, every \(d_i/\lambda_c\) exceeds \(S_i\), and lowering \(\lambda_c\) further enlarges every residual because \(f\) is increasing; above the largest the argument is reversed. Here the range is 1.51 to 3.00 nm and the fit gives 1.85 nm. This proof does not cover a free plateau, for which the result was 1.66 nm.

For weak variation write \(\rho=\rho_b(1+\epsilon e^{-z/L})\), \(\lambda_b=K/\rho_b\), \(x=d/\lambda_b\) and \(h=L(1-e^{-d/L})/d\). Then \(S=x(1+\epsilon h)\), and with \(v=xf'(x)=x\operatorname{sech}x\tanh x\) the data are \(A(f+\epsilon vh)\) to first order. A naive fit with \(\lambda_c=\lambda_be^{\eta}\) and amplitude \(A(1+\alpha)\) is \(A(f+\alpha f-\eta v)\). Minimising \(\sum(\alpha f-\eta v-\epsilon vh)^2\) over the films gives

\[
\alpha\sum f^2-\eta\sum fv=\epsilon\sum fvh,\qquad
\alpha\sum fv-\eta\sum v^2=\epsilon\sum v^2h .
\]

Eliminating \(\alpha\),

\[
\eta=-\epsilon\,
\frac{\sum f^2\sum v^2h-\sum fv\sum fvh}{\sum f^2\sum v^2-(\sum fv)^2}.
\]

If \(h=1\) for all films, \(\eta=-\epsilon\), as a uniform rise in resistivity requires. With a known plateau \(\alpha=0\), and the second equation gives \(\eta=-\epsilon\sum v^2h/\sum v^2\). For these thicknesses \(\eta/\epsilon\) is \(-0.538\) with a free plateau and \(-0.408\) with a known one. Full fits at \(\epsilon=\pm0.01\) give the same slopes to the digits shown.

The example has \(\epsilon=2\). The first-order \(\eta=-2\times0.538\) gives \(4.00\,e^{-1.076}=1.36\) nm, against 1.66 nm from the full fit; expanding the exponential as well, which is equally valid to first order, gives an impossible \(4.00(1-1.076)=-0.3\) nm. The exponential form is within 1.5% of the full fit up to \(\epsilon=0.5\) and 5% low at \(\epsilon=1\); at \(\epsilon=2\) the full fit is needed.

Fitting torque per current density adds another distortion. The data become \(\xi_j=(d/G)\,\xi\), and \(d/G\) falls from 52.7 to \(24.5\ \mu\Omega\,\mathrm{cm}\) over the series. This raises the thin-film values relative to the thick ones. A fit with constant length and constant spin Hall angle then gives 0.95 nm and an angle of 0.109, compared with 4.00 nm and \(A\rho_b=0.080\) in the bulk.

## Use on real films

The parameters are rough, rounded values in the regime of sputtered platinum. The initial resistivity and its decay depth are the least transferable, since they depend on seed layer and growth. The following changes were made one at a time, with the simple transparent-interface fit retained; the true values remain \(K=0.80\ \mathrm{f\Omega\,m^2}\) and \(A=4.00\times10^5\ (\Omega\,\mathrm{m})^{-1}\). Among the changes that keep the profile local and frozen, the largest shift in \(K\) comes from a constant spin Hall angle in place of constant spin Hall conductivity, so that \(A\) has its stated value only in the bulk: with the ferromagnet on top, the fit gives \(K=1.46\), and with it on the substrate side 0.98. An interface with \(g=2\times10^{15}\ (\Omega\,\mathrm{m^2})^{-1}\) gives \(K=0.75\) and \(A=2.42\times10^5\), so the fitted plateau is then not the bulk spin Hall conductivity. For free electrons this \(g\) is already generous. At the free-electron density used below, the ballistic (Sharvin) limit puts \(g\) at about \(0.9\times10^{15}\), or \(1.8\times10^{15}\) after correction for diffusive leads, so that \(gK\approx0.7\) to 1.4; \(g=0.9\times10^{15}\) gives \(K=0.72\) and \(A=1.63\times10^5\). An interface torque of 5% of the plateau gives \(K=0.75\) if it adds to the bulk torque and 0.85 if it opposes it, and heating that adds \(2\ \mu\Omega\,\mathrm{cm}\) during the torque run alone gives 0.77. Treating each film as uniform, \(R=d^2/G\), gives 0.79. Spin loss at the interface was not sized. The assumptions of a frozen profile and of one local resistivity can also fail. If each film is uniform with \(\rho=\rho_b(1+1.6\ \mathrm{nm}/d)\) and \(\rho\lambda=K\), so that the profile is not frozen, the scheme gives \(K=0.92\). If the excess resistivity acts only on the in-plane current, as surfaces or columnar grain boundaries may, and transport across the film keeps the bulk \(\rho\) and \(\lambda\), the scheme gives \(K=1.81\) and a bulk length of 9 nm, while the naive fit returns the correct 4.00 nm. If the excess scattering flips spins with \(r\) times the bulk probability, \(\lambda=K/\sqrt{\rho\,[\rho_b+r(\rho-\rho_b)]}\); the scheme then gives \(K=0.96\) for \(r=0.5\) and 0.63 for \(r=2\), with rms misfits below \(0.02\times10^5\ (\Omega\,\mathrm{m})^{-1}\), too small to notice at the noise used above. The scheme is only as good as the assumption that the measured resistivity is the one that sets \(\lambda\).

Diffusion itself is marginal. For free electrons \(\rho\ell=\hbar(3\pi^2n)^{1/3}/(ne^2)\), where \(\ell\) is the mean free path. A rough density \(n=6\times10^{28}\ \mathrm{m^{-3}}\) gives \(0.83\ \mathrm{f\Omega\,m^2}\), so \(\ell/\lambda=1.04\). The mean free path runs from 1.4 nm at the substrate to 4.1 nm in bulk-like metal, longer than \(L\), so in-plane conduction is not strictly local either. With the conductances taken from a Boltzmann solution for this \(\ell(z)\) and the torques unchanged, the scheme gives \(K=0.805\) for specular faces, 1.00 for half-diffuse faces and 1.25 for fully diffuse ones. To size the error, take isotropic scattering in which a fraction \(c\) of the spin polarisation survives each collision. With speed \(w\), \(D=w\ell/3\) and \(\tau_s=\ell/[w(1-c)]\), hence \(1-c=(\ell/\lambda)^2/3\). For direction cosine \(q\), the spin distribution \(\psi\) obeys

\[
q\ell\,\frac{\partial\psi}{\partial z}=-\psi+\frac c2\int_{-1}^{1}\psi\,dq' .
\]

In uniform metal, a solution decaying as \(e^{-\kappa z/\ell}\) has \(\psi\propto1/(1-\kappa q)\), which requires \(1=(c/\kappa)\operatorname{artanh}\kappa\). The decay length \(\ell/\kappa\) is then \(1.18\lambda\). With fixed \(c\) and \(\ell\propto1/\rho\), the variable \(\int dz/\ell\) again removes the profile from this equation, so the scaling of the decay survives in this model. The sech law and the spin Hall source have not been derived beyond diffusion. The 18% change in decay length does not pass directly into the fit. Solving this equation in a slab, with a source \(\propto q\), a specular or diffuse free face and a perfectly absorbing ferromagnet, and fitting the sech law gives \(K=0.80\) to 0.82 but \(A=2.3\times10^5\ (\Omega\,\mathrm{m})^{-1}\). This low \(A\) is the interface factor met above, not a further correction: a perfect absorber has a finite conductance, and plain diffusion with \(g=1.8\times10^{15}\ (\Omega\,\mathrm{m^2})^{-1}\) gives the same \(A=2.3\times10^5\), with \(K=0.75\). Fitting the slab solution with the finite-\(g\) formula at that \(g\) gives \(A=3.9\times10^5\) and \(K=0.86\) to 0.87, so transport beyond diffusion raises \(K\) by 7 to 9% in this model. A fitted \(K\) in this regime is best read as an effective product, and the fitted \(A\) is only as well known as the interface conductance.

## Calculated quantities

```
bulk, initial resistivity: 20, 60 microohm cm
profile depth L: 2.5 nm
true K: 0.800 fOhm m^2; true A: 4.00e5 /(ohm m)
true lambda, bulk and initial: 4.000, 1.333 nm
d nm | rho_film microohm cm | S | d/S nm | xi_E, const fit 1e5/(ohm m)
  1.0   52.70  0.6621   1.510  0.7408  0.5898
  1.5   49.55  0.9390   1.597  1.2867  1.1380
  2.0   46.71  1.1883   1.683  1.7693  1.6840
  3.0   41.89  1.6235   1.848  2.4814  2.5460
  4.0   38.07  1.9976   2.002  2.9344  3.0745
  5.0   35.06  2.3308   2.145  3.2296  3.3739
  6.0   32.69  2.6366   2.276  3.4301  3.5394
  8.0   29.36  3.1990   2.501  3.6741  3.6801
 10.0   27.24  3.7271   2.683  3.8076  3.7223
 15.0   24.46  4.9969   3.002  3.9459  3.7395
fitted rho_b, rho_s (microohm cm), L (nm): 20.000 60.000 2.5000
rescaled fit: K 0.8000 fOhm m^2, A 4.0000e5 /(ohm m)
rescaled fit: bulk lambda 4.0000 nm
R(15 nm) true, bound: 3.9975, 3.9924 fOhm m^2
fit with bound: K 0.7970 fOhm m^2, A 3.9982e5 /(ohm m)
constant-length fit: lambda 1.659 nm, A 3.740e5 /(ohm m)
  bias of lambda against bulk: -58.5 %
  bias of A: -6.5 %
  K inferred as lambda*rho_b: 0.332 fOhm m^2
  rms, max misfit: 0.1260, 0.2064 e5 /(ohm m)
known-plateau constant fit: lambda 1.848 nm
per-current constant fit: lambda 0.947 nm, angle 0.1086
true bulk angle A*rho_b: 0.0800
bias slope, free plateau: formula -0.5382, fits -0.5382
bias slope, known plateau: formula -0.4081, fits -0.4081
contrast eps 2.0: linear lambda estimate -0.305 nm
noise: torque 0.10e5 /(ohm m), conductance 1 %, 200 draws
sd of K, exact R: linear 0.0252, simulated 0.0229 fOhm m^2
full fit: K 0.7977 +- 0.0232 fOhm m^2
full fit: bulk lambda 3.978 +- 0.128 nm
constant fit: lambda 1.653 +- 0.056 nm
clean 4 nm film: true 1.408, constant fit 3.074 e5 /(ohm m)
lambda fixed 2.5 nm, graded rho, 4 nm: solved 2.208, sech law 2.448 e5 /(ohm m)
neglected: g 2.0e+15 /(ohm m^2), g*K 1.60, offset 0.2e5 /(ohm m), heating 2 microohm cm
  finite interface conductance: K 0.750 fOhm m^2, A 2.424e5 /(ohm m)
  constant spin Hall angle: K 1.457 fOhm m^2, A 4.326e5 /(ohm m)
  rho uniform in each film: K 0.789 fOhm m^2, A 4.071e5 /(ohm m)
  interface torque offset: K 0.754 fOhm m^2, A 4.151e5 /(ohm m)
  heating in torque run: K 0.769 fOhm m^2, A 4.018e5 /(ohm m)
carrier density 6e+28 /m^3: rho*mfp 0.829 fOhm m^2
mfp/lambda 1.037; kinetic/diffusive decay length 1.180
```
